# Hydrogen's cusp and the cubic energy error of sinc bases

## Problem

A hydrogen atom with a fixed point nucleus is treated variationally in a basis of sinc functions on a cubic grid of spacing $h$, or in plane waves up to a wavenumber $K$. All matrix elements of the Coulomb potential are exact.

(a) Find how the Fourier transform of the ground state falls off at large $k$, and trace the fall-off to the nuclear cusp.

(b) Show that the energy error is proportional to $h^3$ for small $h$, and no smaller, even though the variational principle may readjust the wavefunction inside the basis.

(c) Find the coefficient for both bases, and estimate the spacing and the plane-wave cutoff that give an error of 1 millihartree.

## Setting

Hartree atomic units are used. The Hamiltonian is $H=T-1/r$ with $T=-\tfrac12\nabla^2$. Its ground state is $\psi_0=e^{-r}/\sqrt\pi$ with energy $E_0=-\tfrac12$, and the next level is $-\tfrac18$. The Fourier transform is unitary,
$$\hat f(\mathbf k)=(2\pi)^{-3/2}\int f(\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}\,d^3r ,$$
so norms can be computed in either space, and $\|\nabla f\|^2=\int k^2|\hat f|^2d^3k=2\langle f|T|f\rangle$.

In one dimension, the sinc function centred at $x=jh$ has a transform proportional to $e^{-ikjh}$ for $|k|\le\pi/h$ and zero outside. These exponentials form a complete Fourier series on that interval. The sinc basis on an infinite grid therefore spans the functions whose transform vanishes outside the cube $|k_i|\le K$, with $K=\pi/h$. Plane waves with cutoff energy $E_c=K^2/2$ span, for a large box, the functions with transform inside the ball $|\mathbf k|\le K$. In either case call the allowed region $B$, and let $\Delta E$ be the lowest energy obtainable in $B$, minus $E_0$.

Shifting a function multiplies its transform by a phase and leaves $B$ unchanged. The error therefore does not depend on where the nucleus sits relative to the grid points.

## (a) The tail

For a radial function the angular integration gives
$$\hat f(k)=\frac{4\pi}{(2\pi)^{3/2}k}\int_0^\infty g(r)\sin kr\,dr,\qquad g=rf .$$
Let $f$ be smooth in $r$ for $r\ge0$ and decay at infinity with its derivatives. Two integrations by parts give
$$\int_0^\infty g\sin kr\,dr=\frac{g(0)}{k}-\frac1{k^2}\int_0^\infty g''\sin kr\,dr .$$
Here $g(0)=0$. The same rule applied to $g''$, with $g''(0)=2f'(0)$, gives $-2f'(0)/k^3+O(k^{-5})$ for the integral, so
$$\hat f(k)=-\frac{8\pi f'(0)}{(2\pi)^{3/2}k^4}+O(k^{-6}).$$
A nonzero radial slope at the origin is a kink when the function is followed straight through the nucleus. The kink produces the $k^{-4}$ term; if $f'(0)=0$, the term is absent.

Hydrogen must have this kink. Near the nucleus $H\psi$ contains the singular terms $-\psi'(0)/r-\psi(0)/r$, which must cancel because $E\psi$ is finite. Hence $\psi'(0)=-\psi(0)$.

For $\psi_0$ the transform is known in full. Since
$$\int_0^\infty re^{-r}\sin kr\,dr=\mathrm{Im}\frac1{(1-ik)^2}=\frac{2k}{(1+k^2)^2},$$
one finds
$$\varphi(k)=\frac{A}{(1+k^2)^2},\qquad A=\frac{8\pi}{\sqrt\pi\,(2\pi)^{3/2}}=\frac{2\sqrt2}{\pi}\approx0.900 .$$
This agrees with the general law for $f'(0)=-1/\sqrt\pi$. In the numerical check, the transform of $e^{-r}$ between $k=20$ and $40$ falls with power 3.995. That of $(1+r)e^{-r}$, which has zero slope at the origin, falls with power 5.992.

## (b) From the tail to the energy

**An identity for the error.** Let $P$ project onto $B$, let $Q=1-P$, and let $q=Q\psi_0$ be the part of the exact state that the basis cannot represent. Write $a(u,v)=\langle u|H-E_0|v\rangle$.

A trial function $f$ in $B$ orthogonal to $\psi_0$ has energy at least $-\tfrac18$ and cannot compete once the error is small. Any other can be scaled so that $\langle\psi_0|f\rangle=1$. Put $f=\psi_0-g$; then $\langle\psi_0|g\rangle=0$. Because $(H-E_0)\psi_0=0$, the terms linear in $g$ vanish, and the energy error of $f$ is
$$\Delta E[f]=\frac{a(g,g)}{1+\|g\|^2}.$$
Since $Qf=0$, we have $Qg=q$, so $g=q+p$ with $p$ in $B$. The part $q$ is forced on us; $p$ describes the readjustment inside the basis.

**Upper bound.** The trial function $P\psi_0=\psi_0-q$ has norm squared $1-\|q\|^2$, so
$$\Delta E\le\frac{a(q,q)}{1-\|q\|^2},\qquad a(q,q)=\tfrac12\|\nabla q\|^2-\Big\langle q\Big|\frac1r\Big|q\Big\rangle+\tfrac12\|q\|^2 .$$
Both regions contain the ball of radius $K$, and $|\varphi|\le Ak^{-4}$. Therefore
$$\|q\|^2\le4\pi A^2\int_K^\infty k^{-6}dk=\frac{4\pi A^2}{5K^5},\qquad \|\nabla q\|^2\le4\pi A^2\int_K^\infty k^{-4}dk=\frac{4\pi A^2}{3K^3}.$$
For the potential term, use the ground-state energy $-Z^2/2$ of a nucleus of charge $Z$. It implies $Z\langle q|1/r|q\rangle\le\tfrac12\|\nabla q\|^2+\tfrac12Z^2\|q\|^2$ for every $Z>0$. Choosing $Z=\|\nabla q\|/\|q\|$ gives
$$\Big\langle q\Big|\frac1r\Big|q\Big\rangle\le\|q\|\,\|\nabla q\|=O(K^{-4}).$$
The missing kinetic energy, of order $K^{-3}$, thus dominates $a(q,q)$. The missing tail is a short-wavelength function, for which kinetic energy outweighs Coulomb attraction by a factor of order $K$.

**Can readjustment remove this error?** Expand
$$a(g,g)=a(q,q)+2\,\mathrm{Re}\,a(q,p)+a(p,p).$$
The functions $q$ and $p$ live in separate regions of $k$-space. Neither $T$ nor the constant $E_0$ connects them, so $a(q,p)=-\langle q|1/r|p\rangle$. To bound it we need Hardy's inequality, which follows from
$$0\le\int\Big|\nabla p+\frac{\mathbf r}{2r^2}p\Big|^2d^3r=\|\nabla p\|^2+\frac12\int\frac{\mathbf r}{r^2}\cdot\nabla|p|^2\,d^3r+\frac14\Big\|\frac pr\Big\|^2 .$$
Since $\nabla\cdot(\mathbf r/r^2)=1/r^2$, integrating the middle term by parts turns it into $-\tfrac12\|p/r\|^2$. Hence $\|p/r\|\le2\|\nabla p\|$, and
$$|a(q,p)|\le2\|q\|\,\|\nabla p\| .$$

Next, the cost $a(p,p)$ of a readjustment must be bounded from below. From $\langle\psi_0|g\rangle=0$ follows $\langle\psi_0|p\rangle=-\langle\psi_0|q\rangle=-\|q\|^2$. Write $p=-\|q\|^2\psi_0+s$ with $s$ orthogonal to $\psi_0$; then $a(p,p)=a(s,s)$. Two bounds hold for $s$:

- The gap to the next level gives $a(s,s)\ge\tfrac38\|s\|^2$.
- The operator $\tfrac12T-1/r$ is a hydrogen Hamiltonian with doubled mass, whose lowest energy is $-1$. Therefore $H-E_0=\tfrac12T+(\tfrac12T-1/r)+\tfrac12\ge\tfrac12T-\tfrac12$.

Multiply the first by $\tfrac43$ and add the second. The terms in $\|s\|^2$ cancel, leaving $\tfrac73a(s,s)\ge\tfrac12\langle s|T|s\rangle$, or
$$a(s,s)\ge\tfrac3{14}\langle s|T|s\rangle=c\,\|\nabla s\|^2,\qquad c=\tfrac3{28}.$$

As $\|\nabla\psi_0\|=1$, we have $\|\nabla p\|\le\|\nabla s\|+\|q\|^2$. Collecting the bounds and completing the square in $\|\nabla s\|$,
$$2\,\mathrm{Re}\,a(q,p)+a(p,p)\ge c\|\nabla s\|^2-4\|q\|\,\|\nabla s\|-4\|q\|^3\ge-\frac4c\|q\|^2-4\|q\|^3 .$$
Readjustment therefore lowers $a(g,g)$ by at most $O(\|q\|^2)=O(K^{-5})$.

The denominator remains. Near the optimum $\Delta E[f]=O(K^{-3})$ by the upper bound, and $a(g,g)\ge\tfrac38\|g\|^2$ by the gap. So $\|g\|^2=O(K^{-3})$, and the denominator changes the error by a relative amount $O(K^{-3})$. Upper and lower bounds now meet:
$$\boxed{\;\Delta E=a(q,q)+O(K^{-5})\;}$$
The leading part of $a(q,q)$ is the kinetic energy of the tail beyond the cutoff. It is positive and of order $K^{-3}\propto h^3$, and readjustment cannot cancel it.

## (c) The coefficients

**Plane waves (ball).** With $|\varphi|^2=A^2k^{-8}[1+O(k^{-2})]$ and $A^2=8/\pi^2$, the kinetic term is
$$\tfrac12\,4\pi A^2\int_K^\infty k^{-4}dk=\frac{2\pi A^2}{3K^3}=\frac{16}{3\pi K^3},$$
up to $O(K^{-5})$. The next order comes from the attraction. In $k$-space $1/r$ has the kernel $1/(2\pi^2|\mathbf k-\mathbf k'|^2)$. With $x$ the cosine of the angle between $\mathbf k$ and $\mathbf k'$, the integral over both directions is
$$8\pi^2\int_{-1}^1\frac{dx}{k^2+k'^2-2kk'x}=\frac{8\pi^2}{kk'}\ln\left|\frac{k+k'}{k-k'}\right| .$$
Including the volume factors $k^2k'^2$ and the tails $A^2k^{-4}k'^{-4}$,
$$\Big\langle q\Big|\frac1r\Big|q\Big\rangle\simeq4A^2\int_K^\infty\!\!\int_K^\infty\frac{1}{(kk')^3}\ln\left|\frac{k+k'}{k-k'}\right|dk\,dk' .$$
Substitute $k=K/u$ and $k'=K/v$. The double integral becomes $K^{-4}J$, where
$$J=\int_0^1\!\!\int_0^1uv\ln\left|\frac{u+v}{u-v}\right|du\,dv=2\int_0^1u^3du\int_0^1t\ln\frac{1+t}{1-t}\,dt .$$
The second form uses the symmetry in $u$ and $v$ and sets $v=ut$. Expanding the logarithm in powers of $t$, the $t$-integral is
$$\sum_{n\ge0}\frac{2}{(2n+1)(2n+3)}=\sum_{n\ge0}\left[\frac1{2n+1}-\frac1{2n+3}\right]=1 .$$
So $J=\tfrac12$, the attraction is $2A^2/K^4=16/(\pi^2K^4)$, and
$$\Delta E_{\rm ball}=\frac{16}{3\pi K^3}-\frac{16}{\pi^2K^4}+O(K^{-5}).$$

**Sinc functions (cube).** In direction $\mathbf n$ the ray leaves the cube at $k=K/m$, where $m=\max_i|n_i|$. The kinetic term is
$$\frac{A^2}{2}\int d\Omega\int_{K/m}^\infty k^{-4}dk=\frac{A^2}{6K^3}\,S=\frac{4S}{3\pi^2K^3},\qquad S=\int m^3d\Omega .$$
Project the directions onto the six faces of a cube with faces at distance 1. On one face, $\mathbf n=(x,y,1)/w$ with $w=\sqrt{1+x^2+y^2}$, so $m=1/w$ and $d\Omega=dx\,dy/w^3$. Each face splits into eight equal triangles, described by polar coordinates with $0\le\theta\le\pi/4$ and $0\le\rho\le\sec\theta$:
$$S=48\int_0^{\pi/4}\!d\theta\int_0^{\sec\theta}\frac{\rho\,d\rho}{(1+\rho^2)^3}=12\int_0^{\pi/4}\left[1-\frac1{(1+\sec^2\theta)^2}\right]d\theta .$$
With $t=\tan\theta$ we have $1+\sec^2\theta=2+t^2$ and $d\theta=dt/(1+t^2)$. Since $(2+t^2)^2-1=(1+t^2)(3+t^2)$,
$$S=12\int_0^1\frac{3+t^2}{(2+t^2)^2}dt=12\int_0^1\left[\frac1{2+t^2}+\frac1{(2+t^2)^2}\right]dt .$$
The first integral is $a=\arctan(1/\sqrt2)/\sqrt2\approx0.4352$. The second follows from $\frac{d}{dt}\frac{t}{2+t^2}=\frac4{(2+t^2)^2}-\frac1{2+t^2}$ and equals $\tfrac14(\tfrac13+a)$. Hence $S=1+15a\approx7.528$. With $K=\pi/h$,
$$\boxed{\;\Delta E_{\rm sinc}=C\,h^3+O(h^4),\qquad C=\frac{4(1+15a)}{3\pi^5}\approx0.03280\ \text{hartree/bohr}^3\;}$$
For a ball with the same $K$, $S$ is replaced by $4\pi$ and the coefficient is 0.05475. At equal $K$ the cube does better because it contains that ball and also the corners outside it, but it holds $6/\pi$ times as many functions. At equal basis size the ball has radius $(6/\pi)^{1/3}K$, so $S$ is replaced by $4\pi\cdot\pi/6=2\pi^2/3\approx6.58$, and the leading error of the ball is about 13% smaller than that of the cube.

## Cases

The sinc law was compared with a three-dimensional calculation in periodic sinc functions, in boxes of about 20 bohr. The attraction was cut off at half the box length to suppress periodic images. Enlarging the box from 20.4 to 26.0 bohr at $h=0.4$ changed the energy by less than $10^{-6}$ hartree. This box effect decays only about as the inverse square of the box length. In an infinite box the error at $h=0.4$ is about $1.7\times10^{-6}$ hartree larger than tabulated, 1.828 rather than 1.826 millihartree, and $\Delta E/h^3$ becomes 0.0286.

| $h$ (bohr) | computed $\Delta E$ (mhartree) | $Ch^3$ (mhartree) | $\Delta E/h^3$ (hartree/bohr³) |
|---|---|---|---|
| 0.4 | 1.826 | 2.099 | 0.0285 |
| 0.3 | 0.804 | 0.886 | 0.0298 |
| 0.2 | 0.247 | 0.262 | 0.0309 |

At $h=0.2$ the law gives $0.03280\times0.008=2.62\times10^{-4}$ hartree, and the computed error lies 6% below it; at $h=0.4$ it lies 13% below. The sign of this deviation is explained by $a(q,q)$: its sole contribution of order $K^{-4}$ is the attraction felt by the tail, which is negative. For the same reason the power measured between $h=0.4$ and $0.2$ is 2.89, slightly below 3. A quadratic in $h$ through the three values of $\Delta E/h^3$ extrapolates to 0.0328 at $h=0$. The extrapolation amplifies errors in the data, since it weights the values at $h=0.4$, $0.3$ and $0.2$ by $3$, $-8$ and $6$. The effect of the box was measured only at $h=0.4$, as a change of $7\times10^{-7}$ hartree between two boxes. An error of that size at $h=0.2$ alone would shift $\Delta E/h^3$ there by about $9\times10^{-5}$ and the extrapolated value by 1.6%, so a margin of 1–2% is allowed. Within this margin it agrees with $C$.

For the ball, the s-wave problem was solved directly in momentum space:

| $K$ (1/bohr) | computed $\Delta E$ (hartree) | leading term | two terms |
|---|---|---|---|
| 16 | $3.856\times10^{-4}$ | $4.145\times10^{-4}$ | $3.897\times10^{-4}$ |
| 32 | $5.013\times10^{-5}$ | $5.181\times10^{-5}$ | $5.026\times10^{-5}$ |
| 64 | $6.375\times10^{-6}$ | $6.476\times10^{-6}$ | $6.379\times10^{-6}$ |

What is left after two terms falls with power 5.02 between the last two rows. The energy gained by readjusting the projected exact state falls with power 5.11 there, consistent with the bound in (b). At $K=64$ this gain is $1.31/K^5\approx1.2\times10^{-9}$ hartree, some 5000 times smaller than the error itself.

The role of the cusp can be tested by replacing the point nucleus with a Gaussian charge, whose potential is $-\mathrm{erf}(r/\sigma)/r$ with $\sigma=1$ bohr. This potential is finite and smooth at the origin, so the wavefunction has no cusp. Going from $h=0.4$ to $0.2$ lowers the energy by $1.6\times10^{-3}$ hartree for the point nucleus. For the Gaussian one it changes by only about $2\times10^{-7}$ hartree. The two runs use slightly different boxes, 20.4 and 20.2 bohr, and this small number comes from that difference in box size; the change due to the grid spacing itself is smaller by many orders of magnitude.

**The estimate.** An error of 1 millihartree (0.027 eV) requires, to leading order,
$$h=\left(\frac{10^{-3}}{0.03280}\right)^{1/3}\approx0.312\ \text{bohr}\quad(0.165\ \text{Å}).$$
A calculation at this spacing gives an error of 0.90 millihartree, so the estimate is on the safe side by 10%. For plane waves,
$$K=\left(\frac{16}{3\pi\times10^{-3}}\right)^{1/3}\approx11.9\ \text{bohr}^{-1},\qquad E_c=\frac{K^2}2\approx71\ \text{hartree}\quad(1.9\ \text{keV}).$$

The number of sinc functions in a fixed volume is proportional to $h^{-3}$. In the asymptotic regime the error is therefore inversely proportional to the basis size: a tenfold smaller error costs ten times as many functions. In terms of the plane-wave cutoff energy, the error falls as $E_c^{-3/2}$.

## Where the law does not apply

The derivation needs a variational energy with exact Coulomb matrix elements. A sinc scheme in which the potential is diagonal on the grid points replaces those elements by point values. Its energy need not lie above $E_0$, and the bounds in (b) do not cover its error. The law also needs a point nucleus. A smooth pseudopotential removes the cusp and with it the $k^{-4}$ tail, so the $h^3$ term is absent. Finally, the law is asymptotic: the table shows how far it can be trusted at finite $h$.

## Calculated quantities

```
k^4 phi limit, hydrogen: 0.90032 (a.u.)
Tail test at k = 40/bohr: quadrature 1.6059, law 1.5958
Decay power of transform, with cusp: 3.995
Decay power of transform, no cusp: 5.992
Hardy ratio of test function (limit 4): 3.636
Lowest value of coercivity form: 0.3291 hartree
Ball: K (1/bohr), error, leading term, two terms (hartree)
  16  3.85594e-04  4.14466e-04  3.89729e-04
  32  5.01326e-05  5.18082e-05  5.02622e-05
  64  6.37540e-06  6.47603e-06  6.37940e-06
Ball: K (1/bohr), K^5*remainder, K^5*relaxation gain (a.u.)
  16  -4.337  1.522
  32  -4.349  1.410
  64  -4.303  1.306
Ball, K 32 to 64: power of error 2.975
Ball, K 32 to 64: power of remainder 5.015
Ball, K 32 to 64: power of relaxation gain 5.110
a = atan(1/sqrt2)/sqrt2: 0.435210
Angular integral for cube: 7.52815; sphere 4 pi: 12.56637
C for cube: 0.032800 hartree/bohr^3
C for ball with K = pi/h: 0.054752 hartree/bohr^3
Psinc: h (bohr), N per side, box (bohr), energy (hartree)
  0.4  51  20.4  -0.4981737
  0.3  67  20.1  -0.4991962
  0.2  101  20.2  -0.4997528
Psinc: h (bohr), error, C h^3 (hartree), error/h^3 (a.u.)
  0.4  1.8263e-03  2.0992e-03  0.02854
  0.3  8.0379e-04  8.8561e-04  0.02977
  0.2  2.4719e-04  2.6240e-04  0.03090
Extrapolated error/h^3: 0.03284 hartree/bohr^3
Psinc, h 0.4 to 0.2: power of error 2.885
Box 20.4 to 26.0 bohr, h 0.4: change 6.8e-07 hartree
Energy drop h 0.4 to 0.2, point nucleus: 1.579e-03 hartree
Same, Gaussian nucleus of width 1 bohr: 1.8e-07 hartree
Target error: 0.0010 hartree = 0.0272 eV
Estimated sinc spacing: 0.3124 bohr = 0.1653 angstrom
Computed error at that spacing: 9.032e-04 hartree
Estimated plane-wave K: 11.929 /bohr
Estimated plane-wave cutoff: 71.15 hartree = 1936 eV
```
